# Coupled band and dielectric-cutoff convergence in G0W0 for the electron gas, part 1

(Sections cited here and not found follow in the second part.)

**Question: my G0W0 energy stopped moving with the number of bands. Can I freeze the bands and converge the dielectric cutoff next?**

I have to fix two numbers before a long series of G0W0 runs: the number of bands $N$ in the self-energy sum and the plane-wave cutoff of the dielectric matrix. My habit from ground-state work is one parameter at a time. I set the cutoff low to save time, doubled $N$ until the quasiparticle energy moved by less than 10 meV, froze $N$ there, and then doubled the cutoff until the same criterion was met. Both scans ended on curves that were perfectly flat. A colleague says the result can still be wrong by many times my threshold. Is a flat curve not proof of convergence, and if not, what should I do instead?

**Answer**

Your colleague is right. A flat band scan shows only that the bands you added no longer couple to the part of $W$ you kept, and a flat cutoff scan at fixed $N$ shows the converse. In the electron gas this can be made exact. In the example below (a gas at a metallic density, starting from 25 bands and 6 Ry, and keeping each parameter at its value before the last doubling) your procedure ends 74.9 meV from the true value with both last steps changing the result by 0.00 meV.

I use Hartree atomic units. A dielectric cutoff that keeps wave vectors $Q<Q_c$ has energy $Q_c^2/2$ Ha, which is $Q_c^2$ Ry with $Q_c$ in bohr$^{-1}$. The system is the spin-unpolarized gas of density $n=k_F^3/3\pi^2$, with $\varepsilon_p=p^2/2$, $W$ in the random-phase approximation (RPA), and the self-energy taken on shell, $E=\varepsilon_k$. The polarizability $\chi_0$ is assumed converged in its own band sum until the section that lifts this assumption.

### Where the two cutoffs enter

Write $W=v+W^c$. The part $W^c=v\chi v$ contains the density response $\chi$, whose excitations have energies $\omega'>0$, so each Fourier component has the time-ordered spectral form

$$W^c(\omega)=\int_0^\infty d\omega'\,B(\omega')\left[\frac{1}{\omega-\omega'+i\eta}-\frac{1}{\omega+\omega'-i\eta}\right],$$

with $B=-\mathrm{Im}\,W^R/\pi\ge0$ for diagonal components ($W^R$ is the retarded function). The correlation self-energy is $\Sigma_c(E)=\frac{i}{2\pi}\int d\omega\,G(E+\omega)W^c(\omega)$, and state $m$ contributes $1/(E+\omega-\varepsilon_m\pm i\eta)$ to $G$, with $+$ for empty and $-$ for occupied states. Put $x=E-\varepsilon_m$.

For empty $m$ the pole of $G$ lies below the real axis. Closing above picks only the pole of $W^c$ at $\omega=-\omega'+i\eta$, with residue $-B$, and gives $\frac{i}{2\pi}(2\pi i)(-B)/(x-\omega')=B/(x-\omega')$. For occupied $m$ the pole of $G$ lies above. Closing below (clockwise, factor $-2\pi i$) picks $\omega=\omega'-i\eta$ with residue $+B$ and gives $\frac{i}{2\pi}(-2\pi i)B/(x+\omega')=B/(x+\omega')$. Adding and subtracting in the occupied term,

$$\frac{1}{x+\omega'}=\frac{1}{x-\omega'}-\left[\frac{1}{x-\omega'}-\frac{1}{x+\omega'}\right],$$

where the bracket, weighted with $B$ and integrated, is $W^c(x)$ (real parts are meant). The second piece, $-W^c(E-\varepsilon_m)$ summed over occupied states, is the correlation part of screened exchange. The first piece has the same form as the empty-state term, so together they make one sum over all bands, the Coulomb hole. With $W$ expanded in plane waves on a mesh of $N_q$ points $\mathbf q$ and cell volume $\Omega$,

$$\Sigma_{\rm CH}=\frac{1}{N_q\Omega}\sum_{\mathbf q}\sum_{m\le N}\sum_{\mathbf G\mathbf G'}M_{m\mathbf G}M^*_{m\mathbf G'}\int_0^\infty d\omega'\,\frac{B_{\mathbf G\mathbf G'}(\mathbf q,\omega')}{E-\varepsilon_{m,\mathbf k-\mathbf q}-\omega'},$$

with $M_{m\mathbf G}=\langle\mathbf k|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|m,\mathbf k-\mathbf q\rangle$. The band number limits $m$ and the cutoff limits $|\mathbf q+\mathbf G|$. The matrix element ties the two indices together. There is no factor 2 for spin, since the intermediate state has the spin of the electron considered.

### Two spheres

Describe the gas as an empty lattice with $Z=n\Omega$ electrons per cell. Every band state is a plane wave $\mathbf p$, and $\langle\mathbf k|e^{i\mathbf Q\cdot\mathbf r}|\mathbf p\rangle$ with $\mathbf Q=\mathbf q+\mathbf G$ equals 1 if $\mathbf p=\mathbf k-\mathbf Q$ and 0 otherwise. Each band therefore couples to exactly one Fourier component of $W$. Translational invariance makes the dielectric matrix diagonal, so truncating it removes the components with $Q>Q_c$ and leaves the others untouched.

The $N$ lowest bands at every point of the zone fill the first $N$ Brillouin zones, a region of volume $N(2\pi)^3/\Omega$. I replace it by the sphere $p<K$ of equal volume, $\frac{4\pi}{3}K^3=N(2\pi)^3/\Omega$, so

$$N=\frac{\Omega K^3}{6\pi^2}.$$

This is exact if bands are cut by energy and an approximation, tested below, if they are cut by index. With $\frac{1}{N_q\Omega}\sum_{\mathbf q\mathbf G}\to\int d^3Q/(2\pi)^3$,

$$\Sigma_{\rm CH}(K,Q_c)=\int\frac{d^3Q}{(2\pi)^3}\,\theta(Q_c-Q)\,\theta(K-|\mathbf k-\mathbf Q|)\,f(Q,\Delta),$$

$$f=-\int_0^\infty d\omega\,\frac{B(Q,\omega)}{\Delta+\omega},\qquad \Delta=\varepsilon_{\mathbf k-\mathbf Q}-\varepsilon_k=\frac{Q^2}{2}-\mathbf k\cdot\mathbf Q .$$

The cutoff keeps a ball of radius $Q_c$ about the origin, the bands keep a ball of radius $K$ about $\mathbf k$, and the calculation integrates over their intersection.

The plateau is now geometry. If $Q<Q_c$, the triangle inequality gives $|\mathbf k-\mathbf Q|\le k+Q<k+Q_c$. For $K\ge Q_c+k$ the second step function equals 1 wherever the first does, and the result does not depend on $K$ at all. The band scan is exactly flat from

$$N^*=\frac{\Omega\,(Q_c+k)^3}{6\pi^2}.$$

Conversely, $|\mathbf k-\mathbf Q|<K$ implies $Q\le|\mathbf Q-\mathbf k|+k<K+k$, so the cutoff scan at fixed $N$ is exactly flat from $Q_c^*=K+k$. The false convergence works in both directions. At $k=0$ the balls are concentric and $\Sigma_{\rm CH}$ depends on $\min(K,Q_c)$ alone. A scan of one radius shows its true effect only while the other radius exceeds it by at least $k$. Since $f<0$ wherever $\Delta>0$, and $\Delta>0$ holds both for $|\mathbf k-\mathbf Q|>k$ and for $Q>2k$, everything left outside is negative and cannot cancel against itself, provided $K\ge k$ and $Q_c\ge2k$.

### Evaluating the integrand

To put numbers on the missing part, move $f$ to imaginary frequency. Setting $\omega=i\nu$ in the spectral form,

$$W^c(Q,i\nu)=\int d\omega\,B\,\frac{(i\nu+\omega)-(i\nu-\omega)}{(i\nu)^2-\omega^2}=-\int d\omega\,B\,\frac{2\omega}{\omega^2+\nu^2}.$$

For $a,b>0$, partial fractions and $\int_0^\infty d\nu/(a^2+\nu^2)=\pi/2a$ give

$$\int_0^\infty\frac{ab\,d\nu}{(a^2+\nu^2)(b^2+\nu^2)}=\frac{ab}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2(a+b)} .$$

With $a=|\Delta|$ and $b=\omega$,

$$\frac1\pi\int_0^\infty d\nu\,W^c(Q,i\nu)\frac{\Delta}{\Delta^2+\nu^2}=-\,\mathrm{sgn}(\Delta)\int d\omega\,\frac{B}{|\Delta|+\omega}.$$

For $\Delta>0$ this is $f$. As $\Delta\to0^+$ it tends to $-\int B/\omega=\frac12W^c(Q,0)$, the static Coulomb hole of COHSEX. At $k=0$, $\Delta=Q^2/2$ is always positive and the formula gives $\Sigma_{\rm CH}$ itself. At $k=k_F$, $\Delta<0$ holds exactly for occupied intermediate states, where $x=|\Delta|$ and the full contour result was $+\int B/(|\Delta|+\omega)$, which is what the formula gives for negative $\Delta$. At the Fermi surface the one imaginary-axis integral is therefore the complete $\Sigma_c(k_F,\varepsilon_F)$. Screened exchange involves only $p<k_F$, hence $Q<2k_F$, so any change of $\Sigma_c(k_F)$ with $K>k_F$ and $Q_c>2k_F$ is pure Coulomb hole.

The RPA gives $W^c=v/(1-v\chi_0)-v=v^2\chi_0/(1-v\chi_0)$, $v=4\pi/Q^2$. For transitions $\mathbf s\to\mathbf s+\mathbf Q$ with energy $\Delta_s=Q^2/2+\mathbf s\cdot\mathbf Q$, occupation $n_s$, and a factor 2 for spin,

$$\chi_0(Q,i\nu)=2\int\frac{d^3s}{(2\pi)^3}\,n_s(1-n_{\mathbf s+\mathbf Q})\left[\frac{1}{i\nu-\Delta_s}-\frac{1}{i\nu+\Delta_s}\right]=-4\int\frac{d^3s}{(2\pi)^3}\,n_s\frac{\Delta_s}{\Delta_s^2+\nu^2}.$$

The term with $n_sn_{\mathbf s+\mathbf Q}$ has dropped out because the substitution $\mathbf s\to-\mathbf s-\mathbf Q$ leaves the product unchanged and reverses the sign of $\Delta_s$. Put $s=k_Fy$, $z=Q/2k_F$, $u=\nu/Qk_F$, $w=z+iu$. Then $\Delta_s+i\nu=Qk_F(w+y\mu)$, with $\mu$ the cosine of the angle between $\mathbf s$ and $\mathbf Q$, and $\Delta_s/(\Delta_s^2+\nu^2)$ is the real part of its inverse. The $\mu$ integral gives a logarithm, and an integration by parts with antiderivative $(y^2-w^2)/2$ of $y$ and $\frac{d}{dy}\ln\frac{w+y}{w-y}=\frac{2w}{w^2-y^2}$ does the rest:

$$g(w)=\int_0^1y^2dy\int_{-1}^1\frac{d\mu}{w+y\mu}=\int_0^1y\ln\frac{w+y}{w-y}\,dy=\frac{1-w^2}{2}\ln\frac{w+1}{w-1}+w .$$

The prefactor is $-4\cdot\frac{2\pi k_F^3}{8\pi^3}\cdot\frac{1}{Qk_F}=-\frac{k_F^2}{\pi^2Q}$, so $\chi_0=-\frac{k_F}{\pi^2}\frac{\mathrm{Re}\,g(w)}{2z}$, the Lindhard function.

The angle in the self-energy is also done by hand. With $\Delta=Q^2/2-kQ\mu$, $d\mu=-d\Delta/kQ$, and the band condition $\varepsilon_{\mathbf k-\mathbf Q}<K^2/2$ reads $\Delta<(K^2-k^2)/2$. Hence

$$\Sigma(K,Q_c)=\frac{1}{4\pi^3}\int_0^{Q_c}Q^2dQ\int_0^\infty d\nu\,W^c(Q,i\nu)\,\frac{1}{2kQ}\ln\frac{\Delta_+^2+\nu^2}{\Delta_-^2+\nu^2},$$

with $\Delta_-=Q^2/2-kQ$, $\Delta_+=\min[Q^2/2+kQ,(K^2-k^2)/2]$, and zero where $\Delta_+<\Delta_-$. The values below were computed from this by Gauss-Legendre quadrature in $Q$ on panels refined toward $0$ and $2k_F$, and the trapezoid rule in $\ln\nu$.

The converged value has an independent test. The RPA correlation energy per volume is $n\epsilon_c=\int\frac{d^3Q}{(2\pi)^3}\int_0^\infty\frac{d\nu}{2\pi}[\ln(1-v\chi_0)+v\chi_0]$. The derivative of the bracket with respect to $\chi_0$ is $-v/(1-v\chi_0)+v=-W^c$. Since $dn=2\,d^3s/(2\pi)^3$, adding electrons at the Fermi surface changes $\chi_0$ by $-2\,dn\,\Delta/(\Delta^2+\nu^2)$, averaged over their directions. The product $\frac{1}{2\pi}(-W^c)(-2)\frac{\Delta}{\Delta^2+\nu^2}$ is the integrand above, so $\Sigma_c(k_F,\varepsilon_F)=d(n\epsilon_c)/dn$.

### What lies beyond the plateau

For $Q>2k_F$ every $\Delta_s$ is positive. For large $Q$ the static value is $\chi_0\approx-2n/(Q^2/2)=-4n/Q^2$, so $|v\chi_0|\approx16\pi n/Q^4$ is negligible at the orders kept and $W^c\approx v^2\chi_0$. Write $\langle\cdot\rangle$ for the average over the Fermi sphere, so that $\chi_0=-2n\langle\Delta_s/(\Delta_s^2+\nu^2)\rangle$. Comparing with $-\int B\,2\omega/(\omega^2+\nu^2)$ identifies $B=v^2n\langle\delta(\omega-\Delta_s)\rangle$, and

$$f=-v^2n\left\langle\frac{1}{\Delta+\Delta_s}\right\rangle=-\frac{16\pi^2n}{Q^4}\left\langle\frac{1}{Q^2+(\mathbf s-\mathbf k)\cdot\mathbf Q}\right\rangle .$$

This is a hard collision of two electrons, both thrown to momentum of order $Q$ at a total cost near $Q^2$. Expand $1/(1+t)=1-t+t^2$ with $t=(\mathbf s-\mathbf k)\cdot\mathbf Q/Q^2$, and use $\langle\mathbf s\cdot\mathbf Q\rangle=0$ and $\langle(\mathbf s\cdot\mathbf Q)^2\rangle=\langle s^2\rangle Q^2/3=k_F^2Q^2/5$, because $\langle s^2\rangle=3k_F^2/5$:

$$f=-\frac{16\pi^2n}{Q^6}\left[1+\frac{\mathbf k\cdot\mathbf Q}{Q^2}+\frac{k_F^2}{5Q^2}+\frac{(\mathbf k\cdot\mathbf Q)^2}{Q^4}+\dots\right].$$

Two radial integrals are needed: $\int_{Q>X}\frac{d^3Q}{(2\pi)^3}Q^{-6}=\frac{1}{2\pi^2}\frac{1}{3X^3}$ and $\int_{Q>X}\frac{d^3Q}{(2\pi)^3}Q^{-8}=\frac{1}{2\pi^2}\frac{1}{5X^5}$, whose ratio is $3/5X^2$. The leading tail is

$$T(X)=-\frac{16\pi^2n}{6\pi^2X^3}=-\frac{8n}{3X^3}.$$

*Cutoff tail* (all bands, $Q>Q_c$). The term linear in $\mathbf k\cdot\mathbf Q$ averages to zero over directions and $\mu^2$ averages to $1/3$. The amount missing on the band plateau is

$$T(Q_c)\left[1+\frac35\,\frac{k_F^2/5+k^2/3}{Q_c^2}\right],$$

with coefficient $\frac{3}{25}k_F^2$ at $k=0$ and $\frac35\cdot\frac{8}{15}=\frac{8}{25}$ times $k_F^2$ at $k=k_F$.

*Band tail* (no cutoff, $|\mathbf k-\mathbf Q|>K$). Put $\mathbf Q=\mathbf k+\mathbf P$ with $P>K$, and let $\mu$ now be the cosine between $\mathbf k$ and $\mathbf P$. Then $Q^2=P^2(1+\delta)$, $\delta=2k\mu/P+k^2/P^2$. The first term gives $Q^{-6}=P^{-6}(1-3\delta+6\delta^2)$, whose second-order part is $(-3+24\mu^2)k^2/P^2$, averaging to $5k^2/P^2$. The second gives $(kP\mu+k^2)P^{-8}(1-4\delta)$, whose second-order part is $k^2P^{-8}(1-8\mu^2)$, averaging to $-\frac53k^2P^{-8}$. The first-order parts are odd in $\mu$ and vanish. The last two terms are already second order and give $k_F^2/5+k^2/3$. Since $5-\frac53+\frac13=\frac{11}{3}$, the missing amount is

$$T(K)\left[1+\frac35\,\frac{k_F^2/5+11k^2/3}{K^2}\right],\qquad T(K)=-\frac{8n}{3}\frac{\Omega}{6\pi^2N}=-\frac{4Z}{9\pi^2N},$$

with coefficient $\frac35\cdot\frac{58}{15}=\frac{58}{25}$ at $k=k_F$. True band convergence goes as $1/N$ with a correction in $N^{-5/3}$, and it never becomes flat. A curve that turns exactly flat is the mark of the other cutoff.

*Matched radii* ($K=Q_c$). Along a direction with cosine $\mu$ to $\mathbf k$, the band sphere ends at $Q=k\mu+\sqrt{K^2-k^2(1-\mu^2)}\approx K+k\mu$. It is the binding limit for $\mu<0$, where the radius falls short by $d=k|\mu|$. The average over all directions is $\frac12\int_{-1}^0k|\mu|\,d\mu=k/4$, and $T(K-d)\approx T(K)(1+3d/K)$, so the missing amount is $T(K)[1+3k/4K]$. The correction is of first order, $N^{-4/3}$.

*Static limit.* Setting $\Delta=0$ gives $-v^2n\langle1/(Q^2/2+\mathbf s\cdot\mathbf Q)\rangle=-\frac{2v^2n}{Q^2}[1+\frac{4k_F^2}{5Q^2}]$ and a tail $2T(Q_c)[1+\frac{12}{25}k_F^2/Q_c^2]$. The static Coulomb hole ignores the recoil energy $Q^2/2$ of the electron itself, which halves the denominator. At leading order in the inverse radius, adding a static remainder to a dynamic calculation without a factor $\frac12$ overcorrects by a factor of two. The two is only a limit: in the example below, at $k_F$ and with no dielectric cutoff, the static band remainder is 2.84, 2.26 and 2.09 times the true one at 25, 100 and 400 bands, so even the halved remainder overshoots, by about 10 meV at 100 bands.

Direct quadrature of the tails at $X=40k_F$, reduced to $(\text{ratio}-1)(X/k_F)^2$, gave 0.1197, 0.3199, 2.3221 and 0.4799 against $3/25=0.12$, $8/25=0.32$, $58/25=2.32$ and $12/25=0.48$. The matched case, reduced with one power of $X/k_F$, gave 0.784 against 0.75; the excess of 0.034 has the size of a next-order term with a coefficient of order one divided by 40.

For the electron gas, this part has shown that a flat scan in either the band number or the dielectric cutoff can simply reflect the other limit, and it has derived where each plateau begins and the leading size of what it misses. What remains is to show why separate corrections do not add, to work through a numerical example, and to treat the bands in the polarizability and the limits of the argument.
